# Charged films in periodic cells: a plane-wave Poisson solver and its isolated limit

A unit charge in a dielectric film, repeated in a cell 2 nm wide, has a model electrostatic energy of 0.603 eV when the cell is 3 nm tall. With the width held at 2 nm, the energy is 2.178 eV at a height of 12 nm and 4.417 eV at 24 nm. The isolated charge in the same film has 0.943 eV. Once the cell is tall, adding still more vacuum along this one direction therefore drives the energy further from the isolated value. The scheme below explains this growth and removes it.

## The model and its linear systems

The film lies normal to \(z\) and has relative permittivity \(\varepsilon_\parallel(z)\) in its plane and \(\varepsilon_\perp(z)\) across it. Both are positive and tend to 1 in vacuum. The response is linear, local and isotropic in the plane. The cell is \(L\times L\times L_z\), with volume \(\Omega=L^2L_z\) and aspect ratio \(c=L_z/L\). It holds a Gaussian charge \(q\) of width \(\sigma\), centred at height \(z_0\), and a uniform background \(-q/\Omega\). The potential obeys

\[
\varepsilon_\parallel\nabla_\parallel^2V+\partial_z(\varepsilon_\perp\partial_zV)=-\frac{\rho-q/\Omega}{\varepsilon_0}.
\]

Expand \(V=\sum V(\mathbf K,G)e^{i(\mathbf K\cdot\mathbf r+Gz)}\) and each permittivity as \(\sum\varepsilon(G)e^{iGz}\). The in-plane Laplacian gives \(-K^2\). The two \(z\) derivatives give \((iG)(iG')=-GG'\), where \(G'\) belongs to the potential and \(G\) to the product. After a change of sign,

\[
\sum_{G'}\left[K^2\varepsilon_\parallel(G-G')+GG'\varepsilon_\perp(G-G')\right]V(\mathbf K,G')=\frac{\rho(\mathbf K,G)}{\varepsilon_0}.
\]

Different \(\mathbf K\) do not mix, because the film is uniform in its plane. Different \(G\) do mix. Call the matrix \(M=K^2A+B\). With \(g(G)=e^{-G^2\sigma^2/2-iGz_0}\), the source is \(\rho=(q/\Omega)e^{-K^2\sigma^2/2}g\).

At \(K=0\) the row \(G=0\) reads \(0=0\), since the background cancels the mean charge. That row and column are removed and \(V(0,0)=0\) is set. This choice is harmless: the energy \(\frac12\int(\rho-q/\Omega)V\) does not change when a constant is added to \(V\), and for zero mean potential it equals \(\frac12\int\rho V\). Hence

\[
E=\frac{\Omega}{2}\sum_{\mathbf K,G}\rho^*V
=\frac{Q}{L^2}\sum_{\mathbf K}e^{-K^2\sigma^2}P(K),
\]
\[
P(K)=\frac{g^\dagger M^{-1}g}{L_z},\qquad Q=\frac{q^2}{2\varepsilon_0}.
\]

For one elementary charge, \(Q=9.0476\) eV nm. The energy includes the self-energy of the Gaussian, which is also present in the isolated reference.

## One diagonalization for all wavevectors

Only the scalar \(K^2\) changes between systems. Solve

\[
Bu_i=\lambda_iAu_i,\qquad u_i^\dagger Au_j=\delta_{ij}.
\]

This is possible because \(v^\dagger Av=L_z^{-1}\int\varepsilon_\parallel|v(z)|^2dz>0\). Put \(M^{-1}g=\sum_ib_iu_i\). Then \(\sum_ib_i(K^2+\lambda_i)Au_i=g\), and multiplying by \(u_j^\dagger\) gives \(b_j=u_j^\dagger g/(K^2+\lambda_j)\). Therefore

\[
P(K)=\frac1{L_z}\sum_i\frac{|u_i^\dagger g|^2}{K^2+\lambda_i},\qquad K\ne0.
\]

In the 3 nm cell at \(K=1.7\) nm\(^{-1}\), a direct solution, this mode sum and a periodic finite-volume solution in real space all give \(P=0.0717665\) nm.

## Why more vacuum makes matters worse

At \(K=0\) the problem is one-dimensional. Measure the displacement in units of \(q/L^2\). It obeys \(D'=g(z)-1/L_z\), where \(g(z)\) is now the normalised Gaussian. With \(C(z)\) its cumulative integral, one solution is

\[
D=C(z)-\tfrac12-\frac{z-z_0}{L_z},
\]

on the cell centred on the film, to which a constant \(D_0\) may be added. A periodic potential requires \(\int(D+D_0)/\varepsilon_\perp\,dz=0\), which fixes \(D_0\). Integration by parts turns charge times potential into field energy, so

\[
P(0)=\int\frac{(D+D_0)^2}{\varepsilon_\perp}dz
=\int\frac{D^2}{\varepsilon_\perp}dz-\frac{\left(\int D/\varepsilon_\perp\,dz\right)^2}{\int dz/\varepsilon_\perp}.
\]

For the 3 nm cell both this quadrature and the matrix give 0.0991371 nm. This channel contributes \(9.0476\times0.09914/4=0.224\) eV.

For a tall cell, vacuum dominates. With \(t=|z-z_0|/L_z\),

\[
P(0)\simeq2L_z\int_0^{1/2}(\tfrac12-t)^2dt=\frac{L_z}{12}.
\]

The other channels saturate exponentially once \(KL_z\gg1\). At fixed \(L\) the energy thus grows with slope \(Q/(12L^2)=0.1885\) eV/nm. Between heights of 12 and 24 nm the computed slope is 0.1866 eV/nm. The missing 1% comes from the \(1/L_z\) term of \(P(0)\), since the other channels have saturated.

Physically, the charged sheets formed by the images attract the background spread through the vacuum, and the field between them stores energy in proportion to its length. The energy crosses the isolated value somewhere between heights of 3 and 6 nm, where it reaches 1.091 eV. That crossing is a cancellation and does not indicate convergence. The isolated value is approached when \(L\) and \(L_z\) grow together at a fixed ratio.

## The small-wavevector law

Now keep the film and \(c\) fixed and let \(L\) grow. Write \(T=\coth(KL_z/2)\) and \(\alpha=\int(\varepsilon_\parallel-1)dz\). For one \(K\ne0\), let \(\varphi\) be the response with the film and \(\varphi_0\) that without it:

\[
-(\varepsilon_\perp\varphi')'+K^2\varepsilon_\parallel\varphi=g,
\qquad -\varphi_0''+K^2\varphi_0=g.
\]

Then \(P=\int g\varphi\,dz\) and \(P_0=\int g\varphi_0\,dz\). Multiply the first equation by \(\varphi_0\), the second by \(\varphi\), and integrate by parts; periodicity removes the boundary terms. The two results are

\[
P_0=\int(\varepsilon_\perp\varphi'\varphi_0'+K^2\varepsilon_\parallel\varphi\varphi_0)dz,
\]
\[
P=\int(\varphi'\varphi_0'+K^2\varphi\varphi_0)dz.
\]

Subtract them and introduce the fluxes \(J=-\varepsilon_\perp\varphi'\) and \(J_0=-\varphi_0'\):

\[
P=P_0-\int\left(1-\frac1{\varepsilon_\perp}\right)JJ_0\,dz-K^2\int(\varepsilon_\parallel-1)\varphi\varphi_0\,dz.
\]

No weak-screening approximation has been made. Both integrals are confined to the film, so only the small-\(K\) fields there are needed.

Across the thin film \(\varphi\) changes by \(O(1)\), while its value is \(O(1/K)\). In the vacuum between two films the potential is a hyperbolic cosine to leading order, so the flux leaving each face is \(K\varphi/T\). The two outward fluxes must carry the unit source, up to an \(O(K)\) part absorbed in the film. Thus

\[
\varphi=\frac{T}{2K}+O(1),\qquad J=C-\tfrac12+O(K).
\]

The same holds for \(\varphi_0\) and \(J_0\). For the vacuum term, the point-source response near its source is \(T/(2K)-|u|/2+O(K)\), where \(u\) is the distance. Averaging over two Gaussian positions uses \(\frac12\langle|z-z'|\rangle=\int C(1-C)dz=\int[\frac14-(C-\frac12)^2]dz\). Insertion gives

\[
P=\frac{T}{2K}-b_0-\frac\alpha4T^2+O(L^{-1}),
\]
\[
b_0=\int\left[\frac14-\frac{(C-1/2)^2}{\varepsilon_\perp}\right]dz.
\]

The perpendicular response enters only through a constant at this order, while the in-plane response multiplies \(T^2\) and so depends on the images. The remainder was tested at \(c=0.5\) and \(K=2\pi/L\). It is 0.249 nm at \(L=80\) nm and 0.137 nm at \(L=160\) nm. The ratio 0.55 approaches the expected one half.

## Approach to isolation

In the isolated limit \(T\to1\), and the sum becomes an integral:

\[
E_{\rm iso}=Q\int\frac{d^2K}{(2\pi)^2}e^{-K^2\sigma^2}P_\infty(K).
\]

Subtract this from the periodic sum, with the same smooth cutoff in both. The three terms of the small-\(K\) law behave differently.

The constant \(-b_0\) also occurs in \(P(0)=L_z/12-b_0+O(1/L_z)\). The sum of a smooth function over all \(\mathbf K\) differs from its integral by an exponentially small amount, so \(b_0\) drops out.

For the leading term, put \(K=2\pi n/L\), with \(n\) the length of a nonzero integer pair. Then \(1/(2K)=L/(4\pi n)\) and \(T-1=2/(e^{2\pi cn}-1)\). Adding \(L_z/12=cL/12\) from \(K=0\) gives \(a_1/L\), where

\[
a_1=Q\left[\frac c{12}+\frac1{4\pi}\left(S+\sum_{n\ne0}\frac2{n(e^{2\pi cn}-1)}\right)\right].
\]

Here \(S=-3.900265\) is the regularised lattice sum of \(1/n\) minus its integral. It equals \(4\zeta(1/2)\beta(1/2)\), with \(\beta(s)=\sum_{j\ge0}(-1)^j(2j+1)^{-s}\) continued to \(s=1/2\).

For the in-plane term, \(T^2=1+1/\sinh^2(\pi cn)\). The constant 1 is present for every \(\mathbf K\) except zero, so its sum minus its integral is \(-1\). With the prefactor \(-\alpha/4\),

\[
a_2=\frac{Q\alpha}{4}\left[1-\sum_{n\ne0}\frac1{\sinh^2(\pi cn)}\right].
\]

The film equation depends on \(K^2\), and its vacuum boundary conditions bring in \(K\) at fixed \(KL_z\). The further terms therefore form a series in \(K\). The linear term, the cutoff acting on \(1/K\), and the \(1/L_z\) part of \(P(0)\) all first contribute at \(L^{-3}\):

\[
E(L)=E_{\rm iso}+\frac{a_1}{L}+\frac{a_2}{L^2}+\frac{a_3}{L^3}+\cdots.
\]

The leading coefficient contains no permittivity. At distances far beyond the film's screening length, the field lines between images run mostly through vacuum.

When the in-plane response dominates, the length that controls the series follows from flux balance for a thin sheet. The source feeds the two vacuum fluxes and the excess in-plane response:

\[
1=\varphi\left(\frac{2K}{T}+\alpha K^2\right),\qquad
\varphi=\frac{T/(2K)}{1+\alpha KT/2}.
\]

The expansion parameter is \(\alpha KT/2\). At the smallest nonzero \(K=2\pi/L\) it equals \(\pi\alpha T/L\), so the series requires \(L\gg\pi\alpha\). If \(\alpha\) is small, \(L\) must still be much larger than the film thickness, because the \(L^{-3}\) term does not in general vanish with \(\alpha\). In the opposite regime, \(K\alpha\gg1\) with \(K\) times the thickness still small, \(\varphi\simeq1/(\alpha K^2)\). This is a logarithmic interaction in the plane, which a short series in \(1/L\) cannot represent. A clear regime of this kind requires \(\alpha\) to be much larger than the film thickness. In the film worked out below the ratio is only 4, so the behaviour is not cleanly developed.

## Algorithm

```text
input: film profile, sigma, z0, target cell (L0, Lz0)
energy(L, Lz):
    build A, B, g with a fixed G cutoff
    solve B u = lambda A u, with u^dagger A u = 1
    delete G=0 and solve B V = g for P(0)
    group the nonzero K vectors by K^2
    sum multiplicity * exp(-K^2 sigma^2) * P(K)
    return Q * (P(0) + sum) / L^2
extrapolate:
    choose c and several L well above pi*alpha and the film thickness
    for each L: y = energy(L, c*L) - a1/L - a2/L^2
    fit y to 1, L^-3, L^-4, L^-5, L^-6
    E_iso = constant term
return E_iso - energy(L0, Lz0)
```

The large cells contain only the continuum model, so no atomistic calculation has to be repeated in them.

With \(N\) plane waves along \(z\), separate dense solutions cost \(O(N^3)\) for each distinct \(K^2\). The diagonalization costs \(O(N^3)\) once and \(O(N)\) per distinct \(K^2\) afterwards. Storage is \(O(N^2)\), and the mode sums can be processed in blocks. With five positive \(G\) values per nanometre of height, \(N=10L_z+1\) with \(L_z\) in nm, or 801 for an 80 nm cell.

## Worked film

The example has nominal thickness \(d=1\) nm, \(\varepsilon_\parallel=5\), \(\varepsilon_\perp=3\), \(\sigma=0.15\) nm and \(z_0=0.2\) nm from the mid-plane. Each permittivity follows

\[
\varepsilon(z)=1+\frac{\varepsilon-1}{2}\left[\operatorname{erf}\frac{z+d/2}{w}-\operatorname{erf}\frac{z-d/2}{w}\right],
\]

with \(w=0.2\) nm. The bracket divided by two integrates to \(d\), so \(\alpha=(5-1)\times1=4\) nm and \(\pi\alpha=12.6\) nm.

For \(c=1\), \(a_1=-2.0428\) eV nm and \(a_2=8.755\) eV nm\(^2\). An independent Ewald sum gives the same \(a_1\). A fit with \(a_2\) left free gives 8.758 eV nm\(^2\). For \(c=0.5\) the formula gives \(-0.110\) and the free fit \(-0.102\) eV nm\(^2\). The second coefficient vanishes at \(c=0.5016\).

Six cubic cells with \(L\) from 30 to 80 nm extrapolate to 0.943497 eV. Six cells with \(c=0.5\) and \(L\) from 80 to 160 nm give the same printed value. So does a third calculation without periodic images: the film equation is solved in real space with outward flux \(K\varphi\) at both ends, and the result is integrated over \(K\). For a Gaussian in vacuum that solver reproduces the analytic self-energy, 2.708043 eV.

The series can be followed by hand. At \(c=1\), \(L=80\) nm, in eV,

\[
0.943497-\frac{2.0428}{80}+\frac{8.7554}{80^2}=0.919330.
\]

The cell gives 0.919266 eV, which is 0.064 meV lower. At \(L=30\) nm the corresponding difference is 1.23 meV. Multiplied by \(L^3\), both give about 33 eV nm\(^3\), as an \(L^{-3}\) remainder should.

The ratio \(c=0.5\) nearly removes \(a_2\), but it does not remove later terms. At \(L=80\) nm, after subtraction of \(a_1/L\) alone, the error relative to \(E_{\rm iso}\) is 0.27 meV for \(c=0.5\) and 1.30 meV for \(c=1\). After subtraction of \(a_2/L^2\) as well, it is 0.29 meV for \(c=0.5\) and 0.064 meV in magnitude for \(c=1\). The better shape therefore depends on how many terms are treated analytically.

For the 2 × 2 × 3 nm supercell, in eV,

\[
E_{\rm iso}-E=0.9435-0.6031=0.3404.
\]

The correction to be added is 340 meV. It scales as \(q^2\) in this linear model. Aligning the model potential with the atomistic one is a further step and is not included.

Two simpler corrections show what the profile contributes. In a homogeneous medium \(M=\varepsilon(K^2+G^2)\), so every energy is divided by \(\varepsilon\). Using the geometric mean \((5^2\times3)^{1/3}=4.217\) and \(c=1.5\), where the exponential sum is negligible, gives, in eV,

\[
-\frac{a_1}{L\bar\varepsilon}=\frac{9.0476\,(0.3104-0.1250)}{2\times4.217}=0.199.
\]

This is 142 meV too small, because it fills the vacuum with dielectric. Keeping the film but giving it the isotropic permittivity 4.217 yields 406 meV, which is 66 meV too large. Most of this error comes from the in-plane value, which the mean lowers from 5 to 4.217. Restoring the in-plane value 5 alone brings the correction to 358 meV, and lowering the value across the film from 4.217 to 3 removes the remaining 18 meV.

## Stability and failure modes

**Missing terms and small cells.** A fit to \(E_0+b/L+d_3/L^3\) on cubic cells of 3 to 6 nm misses \(E_{\rm iso}\) by \(-58\) meV. Two faults are mixed in this number. The omitted \(a_2/L^2\) alone would bias the constant by \(-160\) meV, and higher terms, which are large because these sizes lie below \(\pi\alpha\), cancel part of that. With \(a_1/L\) and \(a_2/L^2\) subtracted, a fit to \(1,L^{-3},L^{-4}\) on the same cells errs by \(-11\) meV. Lowering \(\varepsilon_\parallel\) to 1.5, with all else fixed, divides \(a_2\) by eight and reduces \(\pi\alpha\) to 1.6 nm; the two errors become \(-16\) meV and 0.1 meV. For the original film, the fit to \(E_0+b/L+d_3/L^3\) on cells of 30 to 80 nm errs by \(-1.3\) meV. It has no \(L^{-2}\) term, although \(a_2\) is not zero.

**Zero mode.** \(B\) has a zero eigenvalue whose vector is the \(G=0\) wave. It is legitimate at \(K\ne0\), where \(K^2\) keeps the denominator finite. At \(K=0\) the row and column \(G=0\) must be deleted before solving, because the background cancels that part of the source. Dropping only the zero mode from the mode sum is not enough: the other modes in general also contain a \(G=0\) component, which would still couple to the uncancelled \(g(0)=1\).

**Inconsistent cutoffs.** The \(G\) cutoff should stay the same in inverse length as the cell grows; otherwise a changing basis error enters the fitted powers. Here it is 31.4 nm\(^{-1}\), and the in-plane cutoff is \(4.5/\sigma\). Raising them to 50.3 nm\(^{-1}\) and \(5.5/\sigma\) moves the supercell energy by less than \(10^{-5}\) meV. An abrupt film edge has Fourier coefficients falling as \(1/G\), whereas the edge used here adds a factor \(e^{-G^2w^2/4}\).

**Ill-conditioned fits.** High powers of \(1/L\) differ greatly in size. Fitting in \(L_{\min}/L\), where \(L_{\min}\) is the smallest cell in the set, brings the columns to comparable scale. They remain similar in shape, however, so small errors in the energies are still amplified in the constant term, and the cell energies must be well converged.

**Wrong asymptotic environment.** The coefficients assume vacuum on both sides and finite \(\alpha\). A thick substrate, a metallic film or a film that fills the cell needs a different limit. In-plane anisotropy replaces \(K^2\varepsilon_\parallel\) by a quadratic form in \(\mathbf K\), so grouping by \(K^2\) is lost, and since \(A\) then depends on the direction of \(\mathbf K\), one diagonalization no longer serves all wavevectors.

## Relation to a real gate insulator

The parameters are round values in the rough regime of a few-layer van der Waals gate insulator, at the thin end for a gate dielectric. The permittivities represent electronic screening. If the ions also respond, illustrative values of 7 and 3.5 lower the correction by 82 meV, so the choice must match whether the atoms were relaxed. A nominal thickness of 1.1 nm at the same permittivities lowers it by 9 meV, while \(\sigma=0.20\) nm raises it by only 0.35 meV. The 9 meV is a net effect: raising \(\alpha\) to 4.4 nm at fixed thickness lowers the correction by 22 meV, whereas spreading the original \(\alpha\) over 1.1 nm raises it by 12 meV. The film profile thus matters more here than the width of the charge.

A device also breaks the assumption of vacuum on both sides. A metal plane at \(z=1.0\) nm, 0.5 nm from the nominal face, lowers the isolated energy by 231 meV, about nine times the thermal energy of 26 meV at 300 K. This changes the physical target, and is not an error in removing periodic images. With a 3 eV barrier and half the free-electron mass, the tunnelling factor \(e^{-2\kappa s}\) over the \(s=0.8\) nm to that plane is \(4\times10^{-5}\). This applies one mass to the whole path; using the free mass in the 0.5 nm vacuum gap, at the same 3 eV barrier, makes the factor about thirteen times smaller, and the usually higher barrier to the vacuum level would reduce it further. It is not a rate, but it warns that the charge state need not be permanent.

The continuum description is also strained near the charge. In a homogeneous medium with the film's permittivities, the in-plane field is \(q/(4\pi\varepsilon_0\sqrt{\varepsilon_\parallel\varepsilon_\perp}\,r^2)\), or 15 MV/cm at \(r=0.5\) nm. Breakdown fields across good thin insulators are roughly 10 MV/cm, and in layered crystals the in-plane value can be lower. A local field of that size does not itself imply breakdown or a strongly nonlinear electronic response. The limit here is one of length: 0.5 nm is only a few bond lengths, so a permittivity that averages over many atoms should not be trusted so close to the defect. The numerical output lists the main values behind these estimates.

## Computed values

```
q^2/(2 eps0) = 9.0476 eV nm
film: eps_par 5.0, eps_perp 3.0, thickness 1.0 nm
edge width 0.2 nm, sigma 0.15 nm, z0 0.2 nm
alpha = 4.000 nm, pi*alpha = 12.57 nm, b0 = 0.2253 nm
P(K=1.7/nm), Lz=3 nm: plane waves 0.0717665 nm
  same by eigenmodes 0.0717665, real space 0.0717665 nm
P(K=0), Lz=3 nm: plane waves 0.0991371, quadrature 0.0991371 nm
small-K law remainder, L=80: 0.2494 nm
small-K law remainder, L=160: 0.1366 nm, ratio 0.548
vacuum self-energy: open solver 2.708043, exact 2.708043 eV
lattice constant S = -3.900265
c=1.0: a1 = -2.04280 eV nm (Ewald -2.04280)
c=1.0: a2 = 8.7554, fitted 8.7582 eV nm^2
  c=1.0, L=30 nm: E = 0.883899 eV
  c=1.0, L=36 nm: E = 0.892794 eV
  c=1.0, L=40 nm: E = 0.897378 eV
  c=1.0, L=50 nm: E = 0.905877 eV
  c=1.0, L=60 nm: E = 0.911729 eV
  c=1.0, L=80 nm: E = 0.919266 eV
c=1.0: extrapolated E_iso = 0.943497 eV
c=0.5: a1 = -2.11187 eV nm (Ewald -2.11187)
c=0.5: a2 = -0.1098, fitted -0.1022 eV nm^2
  c=0.5, L=80 nm: E = 0.917370 eV
  c=0.5, L=90 nm: E = 0.920228 eV
  c=0.5, L=100 nm: E = 0.922524 eV
  c=0.5, L=120 nm: E = 0.925985 eV
  c=0.5, L=140 nm: E = 0.928468 eV
  c=0.5, L=160 nm: E = 0.930336 eV
c=0.5: extrapolated E_iso = 0.943497 eV
open-boundary E_iso = 0.943497 eV
aspect ratio with a2 = 0: c = 0.5016
3-term fit error, cubic L=3..6 nm: -58.0 meV
3-term fit error, cubic L=30..80 nm: -1.304 meV
3-term fit error, L=3..6 nm, eps_par=1.5: -15.7 meV
supercell 2 x 2 x 3 nm: E = 0.60313 eV
shift with larger basis and K cutoff: 0.00000 meV
correction E_iso - E = 0.34037 eV = 340.4 meV
  L=2 nm, Lz=6 nm: E = 1.09131 eV
  L=2 nm, Lz=12 nm: E = 2.17841 eV
  L=2 nm, Lz=24 nm: E = 4.41710 eV
slope with Lz: 0.18656, law 0.18849 eV/nm
mean permittivity 4.217; bulk-like correction 0.1988 eV
correction with isotropic film: 0.4059 eV
change of correction, sigma 0.20 nm: 0.35 meV
change of correction, thickness 1.1 nm: -9.13 meV
change, ionic screening (7.0, 3.5): -81.86 meV
E_iso shift, metal gate at z=1.0 nm: -231.2 meV
bulk-estimate field in plane at 0.5 nm: 14.9 MV/cm
tunnel factor to gate (3.0 eV, 0.5 m_e): 4.36e-05
thermal energy at 300 K: 25.85 meV
```
